Comment on a positivity claim for centred drift-diffusion differences

**The argument under review**

The argument concerns electron densities in the high-field region of a wide-gap device. It runs as follows. Centred differences are second-order accurate. Written as a balance of fluxes, they conserve particles from cell to cell. The linear equations are solved to rounding error. The computed densities must therefore be physical, and a negative value would point to a programming fault.

The three premises can be granted, but the conclusion does not follow from them. A calculation with one unknown is enough to show this, and it also shows which property of the mesh the argument has overlooked.

**The problem being discretized**

Take steady transport along x with a prescribed field, constant mobility μ and constant diffusivity D. The electron particle flux, positive towards +x, is

F = vn − D dn/dx, v = −μE.

Here n is the density and E is the x component of the field. I take E negative, so that v > 0 and electrons drift to the right; the opposite case is its mirror image. For nondegenerate electrons close to thermal equilibrium D = μV_T, with V_T = k_BT/q the thermal voltage. A strong field heats the electrons and breaks this relation; the model used here nevertheless keeps it, together with the constant mobility, at every field.

Without generation or recombination F is constant, and the solution has the form

n(x) = F/v + C exp(vx/D),

because the exponential contributes vC exp(vx/D) to the drift and the same amount, with opposite sign, to the diffusion. Let the contact densities be n(0) = n_0 and n(L) = n_L. Subtracting the two contact conditions gives C, and then F/v = n_0 − C:

C = (n_L − n_0)/[exp(vL/D) − 1],
n(x) = n_0 + (n_L − n_0)[exp(vx/D) − 1]/[exp(vL/D) − 1].

The ratio of brackets rises from 0 to 1, so the true density lies between the contact values. Any negative density must come from the discretization.

**One unknown between two contacts**

In a cell of width h, centred differencing uses the mean density for drift and the difference quotient for diffusion:

F_{i+1/2} = v(n_i + n_{i+1})/2 − D(n_{i+1} − n_i)/h.

Define the mesh Peclet number P = vh/D. Since v = PD/h, collecting terms gives

F_{i+1/2} = (D/h)[(1 + P/2)n_i − (1 − P/2)n_{i+1}].

With two equal cells, the flux leaving the middle node equals the flux entering it:

(1 + P/2)n_1 − (1 − P/2)n_2 = (1 + P/2)n_0 − (1 − P/2)n_1.

The coefficients of n_1 add up to 2, so

n_1 = ½[(1 + P/2)n_0 + (1 − P/2)n_2].

For P > 2 the weight of n_2 is negative: raising the downstream density lowers the density between the contacts. For positive n_0, n_1 is negative exactly when

P > 2 and n_2/n_0 > (P + 2)/(P − 2).

Now choose round model parameters: 300 K, a field of magnitude 1 MV/cm, h = 2 nm, n_0 = 10¹⁵ cm⁻³ and n_2 = 10¹⁷ cm⁻³. Each cell drops 0.200 V and V_T = 25.852 mV, so P = 0.200/0.025852 = 7.736. The contrast n_2/n_0 = 100 far exceeds its threshold of 1.70. Then

n_1 = ½[4.868 × 10¹⁵ − 2.868 × 10¹⁷] cm⁻³ = −1.41 × 10¹⁷ cm⁻³.

The true density at this point is 1.04 × 10¹⁵ cm⁻³. There is no programming fault; this is the correct solution of the centred equations.

**Why conservation gives no warning**

The centred value of F/v is −5.16 × 10¹⁶ cm⁻³ in both cells. Particles are conserved, yet the flux has the wrong sign: the true F/v is 1.00 × 10¹⁵ cm⁻³. Conservation says that the fluxes agree with one another, not that they agree with the physical flux.

Replacing the negative density by zero is no repair. With n_1 = 0 the left cell carries F/v = 4.868n_0/P = 6.3 × 10¹⁴ cm⁻³, while the right cell carries 2.868n_2/P = 3.7 × 10¹⁶ cm⁻³. More particles would leave the node than enter it, and the one sound property of the solution would be lost.

A check on sign alone is also too weak. If the contact densities are exchanged, the same formula gives n_1 = 2.42 × 10¹⁷ cm⁻³. This is positive, but it lies above both contacts, which the true solution forbids.

**A condition that guarantees the sign**

Let the mesh now be nonuniform and let the field vary from cell to cell, even in sign, so that each cell has its own h and P. Allow nonnegative generation S_i at each interior node:

F_{i+1/2} − F_{i−1/2} = S_i ≥ 0.

Suppose |P| < 2 in every cell and the contact densities are nonnegative, but some densities are negative. Take an unbroken run of negative nodes, from l to m, whose outer neighbours are nonnegative. Summing the balances over the run cancels the interior fluxes:

F_{m+1/2} − F_{l−1/2} = S_l + … + S_m ≥ 0.

Both weights are positive in every cell. Hence, with h and P taken in the cell concerned,

F_{m+1/2} = (D/h)[(1 + P/2)n_m − (1 − P/2)n_{m+1}] < 0,
F_{l−1/2} = (D/h)[(1 + P/2)n_{l−1} − (1 − P/2)n_l] > 0.

The left side of the summed balance is therefore negative, a contradiction. In physical terms, a region of negative density would draw particles in through both ends, and nonnegative generation could not balance that inflow.

The solution is also unique. The difference of two solutions has zero contact data and zero generation, so both it and its negative are nonnegative, and it vanishes. For a square linear system, uniqueness implies existence.

With D = μV_T the condition reads

|P| = |E|h/V_T = |Δψ|/V_T < 2,

where Δψ is the potential drop across the cell. The mobility has cancelled. If P = 2 in every cell the argument still works, since the flux at the right end remains negative and the one at the left end is nonnegative. Equality is not safe in general: a node with P = 2 on its left and P = −2 on its right has no outflow in either direction, and its balance no longer determines its density.

The condition was tested on 500 random eight-cell meshes with fields of varying sign and nonnegative generation. With |P| below 1.9 no mesh gave a negative density. With |P| allowed up to 6, 495 did.

**What happens beyond the limit on a uniform mesh**

The condition is sufficient. To see what lies beyond it, take N equal cells without generation. The balance at an interior node is

−(1 + P/2)n_{i−1} + 2n_i − (1 − P/2)n_{i+1} = 0.

Inserting n_i = r^i, dividing by r^{i−1} and changing the overall sign gives

(1 − P/2)r² − 2r + (1 + P/2) = (r − 1)[(1 − P/2)r − (1 + P/2)] = 0.

The roots are 1 and, for P ≠ 2, r = (2 + P)/(2 − P). Fitting the contacts gives

n_i = n_0 + (n_N − n_0)g_i, g_i = (r^i − 1)/(r^N − 1).

For P > 2, r is negative with |r| > 1, so the powers alternate in sign. If N − i is even, g_i lies between 0 and 1 and n_i lies between the contact values. If N − i is odd, g_i is negative or zero, and its magnitude is largest at i = N − 1. A denser upstream contact then gives overshoot but no negative value. A denser downstream contact gives a negative density exactly when n_0 < (n_N − n_0)|g_{N−1}|, that is, for n_0 > 0,

n_N/n_0 > 1 + |(r^N − 1)/(r^{N−1} − 1)|.

For N = 2 the right side is 1 + |r + 1| = |r|, the earlier threshold. For many cells it tends to 1 + |r| = 2P/(P − 2). Thus P > 2 makes negative densities possible for suitable contacts, but does not by itself produce them.

The flux follows from the same two modes. The mode r^i carries none, because (1 + P/2) − (1 − P/2)r = 0. The constant part carries v times its value, so

F/v = n_0 − (n_N − n_0)/(r^N − 1).

The true result has exp(NP) in place of r^N. This also shows what second-order accuracy means here. For small P,

ln r = ln(1 + P/2) − ln(1 − P/2) = P + P³/12 + …

At fixed length NP is fixed, so the error in ln r^N is NP·P²/12 to leading order, which is proportional to h². That is a statement about small P. It says nothing about the sign of r at P = 7.7.

**Ten cells, and then more**

Ten cells of 2 nm span 20 nm. With the original contacts the centred density is negative at 2, 6, 10, 14 and 18 nm. It is 3.50 × 10¹⁶ cm⁻³ at 16 nm and −5.81 × 10¹⁶ cm⁻³ at 18 nm, where the true values are 1.00 × 10¹⁵ and 1.04 × 10¹⁵ cm⁻³. The flux now has the right sign but half the true size.

The total drop is 2 V, so P = 2 would correspond to 2/0.051704 = 38.7 cells. Three neighbouring meshes separate the ideas:

- With 37 cells, P = 2.091 and the contrast limit is 46. The actual contrast of 100 exceeds it, and the lowest density is −1.2 × 10¹⁵ cm⁻³.
- With 38 cells, P = 2.036 and the limit is 113. The densities are positive although P > 2, but the lowest, 1.2 × 10¹⁴ cm⁻³, is well below both contacts.
- With 39 cells, P = 1.984. The density no longer falls below the upstream value.

The last mesh is still inaccurate. Its largest nodal error is 1.3 × 10¹⁶ cm⁻³, or 13% of the downstream contact density and 13 times the upstream one. With 400 and 800 cells the error is 1.14 × 10¹⁴ and 2.84 × 10¹³ cm⁻³, a fall by a factor of four, as second order requires. The Peclet condition secures the sign; accuracy needs a separate check.

**The cost of the condition, and a different flux**

At 300 K the permitted drop per cell is 2V_T = 51.7 mV. At 1 MV/cm this means h below 0.517 nm. If the potential falls monotonically by V, the cell drops add up to V, so meeting the limit takes at least V/(2V_T) cells, however they are distributed. For 1000 V that is 19,341 cells along one line. These figures, like the value P = 7.7 above, rest on D = μV_T at the lattice temperature. They hold for any model that keeps this relation, even with a field-dependent mobility, but not for hot electrons in a real crystal. There the limit is h < 2D/|v|, or a drop per cell below 2D/μ with μ = |v/E| taken at the actual field, not the low-field mobility. For illustration, a saturated speed of 2 × 10⁷ cm/s with D between 3 and 10 cm²/s allows h up to 3 to 10 nm and gives P between 1.3 and 0.4 for a 2 nm cell.

A better edge flux removes the restriction. Inside one cell, treat v and F as constant and use the solution found above, with its constant C now belonging to the cell:

n_i = F/v + C, n_{i+1} = F/v + C exp(P).

Multiplying the first relation by exp(P) and subtracting the second eliminates C:

F = v[exp(P)n_i − n_{i+1}]/[exp(P) − 1].

With v = PD/h and B(x) = x/[exp(x) − 1], this is the Scharfetter–Gummel flux

F = (D/h)[B(−P)n_i − B(P)n_{i+1}].

The first weight follows from P exp(P)/[exp(P) − 1] = P/[1 − exp(−P)] = B(−P). Numerator and denominator of B have the same sign, and B(0) = 1 by continuity, so both weights are positive for every finite P. The argument about a run of negative nodes then applies without a limit on the cell drop. The expansion

B(P) = 1 − P/2 + P²/12 + …

shows that the centred weight is the first-order truncation of B(P). The truncation changes sign at P = 2; the full function does not.

For constant v and D and no generation, the Scharfetter–Gummel densities are exact at the nodes, since the true solution satisfies the flux relation in every cell. With generation, the constant flux inside a cell becomes an approximation; with a field that varies inside a cell, the constant v does. Positivity survives for nonnegative generation. Uniform generation on equal cells with constant v and D still gives exact nodal densities, because the linear particular solution satisfies the balance through B(−P) − B(P) = P. On uneven cells, with varying generation or with a field that varies inside a cell, mesh refinement is needed for accuracy. The full profiles and the refinement sequence are in the numerical output.

Numbers as computed

```
temperature 300 K, field 1.0 MV/cm
cell width 2.0 nm, drop per cell 0.200 V
upstream 1.0e+15, downstream 1.0e+17 cm^-3
thermal voltage 25.852 mV, limit 2VT 51.704 mV
mesh Peclet number P = 7.7363, mode factor r = -1.6973
largest safe cell width 0.5170 nm
TWO CELLS
weights 1+P/2 = 4.8682, 1-P/2 = -2.8682
contrast: actual 100.0, threshold 1.6973
middle density: centred -1.4097e+17 cm^-3
middle density: exact   1.0432e+15 cm^-3
centred F/v, cells 1 and 2: -5.1636e+16, -5.1636e+16 cm^-3
exact F/v: 9.9998e+14 cm^-3
contacts exchanged, centred middle: 2.4197e+17 cm^-3
TEN CELLS, length 20 nm, densities in cm^-3
x (nm)   centred       SG            exact
  0.0    1.0000e+15    1.0000e+15    1.0000e+15
  2.0   -3.5255e+14    1.0000e+15    1.0000e+15
  4.0    1.9431e+15    1.0000e+15    1.0000e+15
  6.0   -1.9534e+15    1.0000e+15    1.0000e+15
  8.0    4.6602e+15    1.0000e+15    1.0000e+15
 10.0   -6.5650e+15    1.0000e+15    1.0000e+15
 12.0    1.2488e+16    1.0000e+15    1.0000e+15
 14.0   -1.9851e+16    1.0000e+15    1.0000e+15
 16.0    3.5037e+16    1.0000e+15    1.0000e+15
 18.0   -5.8125e+16    1.0432e+15    1.0432e+15
 20.0    1.0000e+17    1.0000e+17    1.0000e+17
centred F/v 4.9856e+14 cm^-3
exact F/v 1.0000e+15 cm^-3
REFINEMENT at fixed length; contrast limit for negativity
cells   P        limit      lowest density (cm^-3)
  10   7.7363      2.674   -5.8125e+16
  20   3.8682      4.141   -3.0517e+16
  30   2.5788      8.911   -1.1514e+16
  37   2.0909     46.002   -1.1999e+15
  38   2.0359    113.482    1.1986e+14
  39   1.9837       none    1.0000e+15
  80   0.9670       none    1.0000e+15
largest nodal error, 39 cells: 1.3213e+16 cm^-3
largest nodal error, 400 cells: 1.1394e+14 cm^-3
largest nodal error, 800 cells: 2.8396e+13 cm^-3
observed convergence order 2.004
least cells for 1000 V: 19341
RANDOM MESHES: negative cases out of 500
centred, |P|<1.9: 0
centred, |P|<6: 495
SG, |P|<6: 0
```
